# Scattering function of an isotropic oscillator and the best Q for overtones

**Question**

I am working on this exercise. A hydrogen atom sits in an isotropic harmonic well with a quantum of 140 meV. I must derive its scattering function $S(Q,\omega)$ at any temperature, with modified Bessel functions as line weights, and then find the $Q$ at which the $n$-th overtone is strongest.

I can write down the correlation function $\langle e^{-i\mathbf Q\cdot\mathbf r(0)}e^{i\mathbf Q\cdot\mathbf r(t)}\rangle$, but there I get stuck. The two exponentials do not commute, I don't know how to justify the thermal average, and I can't see where a Bessel function would enter. For the second part, I expect high overtones to need large $Q$, yet the Debye–Waller factor kills the intensity at large $Q$. How do the two balance, and does the answer depend on temperature? I am also unsure whether "$n$-th overtone" means $n$ quanta or $n+1$.

**Answer**

Let $n$ count quanta, so the line lies at $\hbar\omega=n\hbar\omega_0$. In spectroscopic naming $n=1$ is the fundamental and $n=2$ the first overtone, so the $p$-th overtone has $n=p+1$. I maximise the weight of a line in $S$.

**Definition and sign convention**

For one particle of mass $M$ in thermal equilibrium, take

$$S(\mathbf Q,\omega)=\frac{1}{2\pi\hbar}\int_{-\infty}^{\infty}dt\,e^{-i\omega t}\,C(t),\qquad C(t)=\langle e^{-i\mathbf Q\cdot\mathbf r(0)}e^{i\mathbf Q\cdot\mathbf r(t)}\rangle .$$

Inserting energy eigenstates $|f\rangle$ between the exponentials gives terms $|\langle f|e^{i\mathbf Q\cdot\mathbf r}|i\rangle|^2e^{i(E_f-E_i)t/\hbar}$. The time integral turns each into $\delta(\hbar\omega-E_f+E_i)$, so $\hbar\omega>0$ means that the particle gains energy.

The isotropic Hamiltonian is a sum of three identical, independent oscillators along any choice of perpendicular axes. Put the $x$ axis along $\mathbf Q$. The exponentials then contain $x$ alone, the $y$ and $z$ parts of the thermal average give 1, and $S$ depends on $Q=|\mathbf Q|$ only.

**Combining the exponentials**

With $\theta=\omega_0t$, the Heisenberg coordinate is

$$x(t)=\ell\,(a\,e^{-i\theta}+a^\dagger e^{i\theta}),\qquad \ell^2=\frac{\hbar}{2M\omega_0}.$$

Here $\ell$ is the root-mean-square zero-point displacement along one axis. The dimensionless variable of the problem is

$$u=Q^2\ell^2=\frac{\hbar Q^2}{2M\omega_0}=\frac{\hbar^2Q^2/2M}{\hbar\omega_0},$$

the recoil energy of a free particle in units of the quantum.

Let $A=-iQx(0)$ and $B=iQx(t)$. Since $(-i)(i)=1$ and $[a,a^\dagger]=1$,

$$[A,B]=Q^2[x(0),x(t)]=u\,(e^{i\theta}-e^{-i\theta})=2iu\sin\theta .$$

This is a number, so it commutes with $A$ and $B$, and the identity $e^Ae^B=e^{A+B}e^{[A,B]/2}$ applies:

$$C(t)=e^{iu\sin\theta}\,\langle e^{i(\alpha a^\dagger+\alpha^*a)}\rangle,\qquad \alpha=\sqrt u\,(e^{i\theta}-1).$$

**The thermal average**

Use the same identity in reverse to put $a^\dagger$ to the left of $a$. With $X=i\alpha a^\dagger$ and $Y=i\alpha^*a$, we have $[X,Y]=-|\alpha|^2[a^\dagger,a]=|\alpha|^2$. Then $e^{X+Y}=e^Xe^Ye^{-[X,Y]/2}$ gives

$$\langle e^{i(\alpha a^\dagger+\alpha^*a)}\rangle=e^{-|\alpha|^2/2}\,\langle e^{i\alpha a^\dagger}e^{i\alpha^*a}\rangle .$$

Expand both exponentials. The thermal state is diagonal in the number of quanta, so only equal powers of $a^\dagger$ and $a$ survive:

$$\langle e^{i\alpha a^\dagger}e^{i\alpha^*a}\rangle=\sum_{k=0}^\infty\frac{(-|\alpha|^2)^k}{(k!)^2}\,\langle a^{\dagger k}a^k\rangle .$$

Let $x_T=\hbar\omega_0/k_BT$ and $q=e^{-x_T}$. The level with $m$ quanta has probability $(1-q)q^m$, hence

$$\langle a^{\dagger k}a^k\rangle=(1-q)\sum_{m\ge k}q^m\frac{m!}{(m-k)!}=(1-q)\frac{k!\,q^k}{(1-q)^{k+1}}=k!\,N^k,$$

where $N=q/(1-q)=1/(e^{x_T}-1)$ is the mean number of quanta. The sum over $m$ is $q^k$ times the $k$-th derivative of the geometric series. The sum over $k$ is now $e^{-N|\alpha|^2}$, and the full average is $e^{-(N+1/2)|\alpha|^2}$.

Since $|\alpha|^2=2u(1-\cos\theta)$, the total exponent of $C$ is

$$-u(2N+1)+u(2N+1)\cos\theta+iu\sin\theta .$$

Write the cosine and sine as exponentials. The coefficient of $e^{i\theta}$ is $u(N+\tfrac12+\tfrac12)$ and that of $e^{-i\theta}$ is $u(N+\tfrac12-\tfrac12)$. Therefore

$$C(t)=\exp\{-u(2N+1)+u[(N+1)e^{i\theta}+Ne^{-i\theta}]\}. \tag{1}$$

**Where the Bessel functions come from**

Expanding the exponentials of $e^{i\theta}$ and $e^{-i\theta}$ separately gives a double sum with phases $e^{i(j-k)\theta}$. Collecting terms with $j-k=n$, for $n\ge0$, gives the weight of the $n$-quantum line:

$$w_n=e^{-u(2N+1)}\sum_{k=0}^\infty\frac{[u(N+1)]^{n+k}\,(uN)^k}{(n+k)!\,k!}. \tag{2}$$

The sum is a modified Bessel function, $I_n(z)=\sum_k(z/2)^{n+2k}/[k!\,(n+k)!]$. To see this, use $N+1=e^{x_T}N$, which gives

$$\sqrt{N(N+1)}=Ne^{x_T/2}=\frac{1}{2\sinh(x_T/2)},\qquad \sqrt{\frac{N+1}{N}}=e^{x_T/2}.$$

Set $z=2u\sqrt{N(N+1)}=u/\sinh(x_T/2)$. Then $u(N+1)=(z/2)e^{x_T/2}$ and $uN=(z/2)e^{-x_T/2}$. Each term of (2) becomes $e^{nx_T/2}(z/2)^{n+2k}/[k!\,(n+k)!]$. For negative $n$ the roles of $j$ and $k$ are exchanged, which gives the same form with $I_{-n}=I_n$. Finally $2N+1=\coth(x_T/2)$, and the time integral of $e^{in\omega_0t}$ gives a delta function:

$$S(Q,\omega)=\sum_{n=-\infty}^{\infty}w_n\,\delta(\hbar\omega-n\hbar\omega_0),$$

$$w_n=\exp\left[-u\coth\frac{x_T}{2}+\frac{nx_T}{2}\right]I_n\!\left(\frac{u}{\sinh(x_T/2)}\right). \tag{3}$$

Three properties follow.

- Because $I_{-n}=I_n$, $w_{-n}=e^{-nx_T}w_n$, which is detailed balance.
- Equation (1) is the generating function $C=\sum_nw_ne^{in\theta}$. At $\theta=0$ it gives $\sum_nw_n=1$, and its first derivative gives $\sum_nn\,w_n=u(N+1)-uN=u$. The mean energy transfer is therefore the free recoil energy at any temperature.
- The second derivative of $\ln C$ gives the variance of $n$, which is $u(2N+1)$. Heating broadens the distribution over lines without moving its mean.

**The best Q at zero temperature**

For $T\to0$, $N\to0$ and only $k=0$ survives in (2):

$$w_n=e^{-u}\frac{u^n}{n!}\qquad(n\ge0).$$

This shows your two competing effects. Exciting $n$ quanta brings the factor $u^n\propto Q^{2n}$, and the Debye–Waller factor is $e^{-u}$. For $n\ge1$,

$$\frac{dw_n}{du}=w_{n-1}-w_n=w_n\left(\frac nu-1\right).$$

The weight rises for $u<n$ and falls for $u>n$, so its single maximum is at $u=n$:

$$Q_n=\sqrt{\frac{2Mn\omega_0}{\hbar}}=\frac{\sqrt n}{\ell}\qquad(T=0). \tag{4}$$

At this $Q$ the recoil energy equals the energy of the line, $\hbar^2Q_n^2/2M=n\hbar\omega_0$. The peak weight is $n^ne^{-n}/n!$. The derivative also vanishes where $w_{n-1}=w_n$, so at $Q_n$ the line below is equally strong. Maximising a line in $Q$ does not make it stand out from its neighbours.

**Numbers for hydrogen**

With the proton plus electron mass, $\hbar^2/2M=2.0739$ meV Å$^2$, and $\ell=\sqrt{2.0739/140}$ Å $=0.1217$ Å. Then

$$Q_1=\sqrt{\frac{140}{2.0739}}\ \text{Å}^{-1}=8.22\ \text{Å}^{-1},\qquad Q_n=8.22\sqrt n\ \text{Å}^{-1}.$$

The last digit depends on the mass chosen: the bare proton mass gives $Q_1=8.21$ Å$^{-1}$. The first overtone in spectroscopic naming, $n=2$ at 280 meV, is strongest at $\sqrt{280/2.0739}=11.62$ Å$^{-1}$. The table gives the zero-temperature peak weights and also the best $Q$ at two finite temperatures, found from the condition derived below.

| $n$ | peak $w_n$, 0 K | $Q$ (Å$^{-1}$), 0 K | 300 K | 1000 K |
|---|---|---|---|---|
| 1 | 0.368 | 8.22 | 8.20 | 7.34 |
| 2 | 0.271 | 11.62 | 11.60 | 10.77 |
| 3 | 0.224 | 14.23 | 14.22 | 13.45 |
| 4 | 0.195 | 16.43 | 16.42 | 15.72 |
| 5 | 0.175 | 18.37 | 18.36 | 17.71 |

At 300 K and $Q=11.62$ Å$^{-1}$, equation (3) gives weights 0.135, 0.269, 0.270, 0.180 and 0.091 for $n=0$ to 4. The near tie between $n=1$ and $n=2$ is still there. The line $n=-1$, in which the particle gives up one quantum and the scattered probe gains it, has weight 0.0012, smaller than $w_1$ by $e^{-x_T}$ with $x_T=5.415$.

**The condition at finite temperature**

Take the logarithm of (3) and differentiate with respect to $u$:

$$-\coth\frac{x_T}{2}+\frac{1}{\sinh(x_T/2)}\frac{I_n'(z)}{I_n(z)}=0
\quad\Longrightarrow\quad r(z)\equiv\frac{I_n'(z)}{I_n(z)}=c,\quad c=\cosh\frac{x_T}{2}. \tag{5}$$

A solution exists for every $n\ge1$. The weight is positive for $u>0$ and vanishes at $u=0$. It also vanishes for $u\to\infty$: setting $\theta=ix_T/2$ in the generating function shows that $\sum_nI_n(z)=e^z$, with all terms positive, so $I_n(z)\le e^z$ and

$$w_n\le e^{nx_T/2}\exp\left[-u\,\frac{\cosh(x_T/2)-1}{\sinh(x_T/2)}\right]\to0 .$$

There is also only one solution. Bessel's equation, $I_n''=(1+n^2/z^2)I_n-I_n'/z$, gives

$$r'=\frac{I_n''}{I_n}-r^2=1+\frac{n^2}{z^2}-\frac rz-r^2 .$$

Where $r=c$, this slope has the sign of $n^2-cz-(c^2-1)z^2$. That expression decreases steadily with $z$ and has one zero, $z_*$. So $r$ can cross $c$ upwards only below $z_*$ and downwards only above it. Near $z=0$, $r\approx n/z$ lies above $c$, so the first meeting comes from above and has $z\ge z_*$.

Suppose it were at $z_*$ itself. There $r'=0$ and $r''=(cz_*-2n^2)/z_*^3$. This is negative, because $cz_*=n^2-(c^2-1)z_*^2<n^2$. Then $r$ would have a local maximum equal to $c$ and would lie below $c$ just before, a contradiction. The first meeting is thus a downward crossing beyond $z_*$, and no upward crossing can follow. Line $n$ has one maximum in $Q$ at every finite temperature.

**How heating moves the maximum**

For small $N$, keep $k=0$ and $k=1$ in (2):

$$w_n=e^{-u(2N+1)}\frac{[u(N+1)]^n}{n!}\left[1+\frac{u^2N}{n+1}+O(N^2)\right].$$

Setting the derivative of the logarithm to zero,

$$-(2N+1)+\frac nu+\frac{2uN}{n+1}+O(N^2)=0 .$$

Insert $u=n(1+\delta)$ with $\delta$ of order $N$, so that $n/u=1-\delta$ to this order. Then $\delta=-2N+2nN/(n+1)=-2N/(n+1)$, and

$$u_n=n-\frac{2nN}{n+1}+O(N^2). \tag{6}$$

The term $-2N$ comes from the stronger Debye–Waller damping. The other term comes from processes that create $n+1$ quanta and absorb one; it favours larger $Q$ but compensates only part of the damping. Slight heating therefore moves the maximum to lower $Q$.

At 300 K, $N=0.00447$. For $n=2$, (6) gives $u=2-4(0.00447)/3=1.994$, in agreement with the solution of (5), and the best $Q$ falls by about 0.15% of its zero-temperature value. At 1000 K, $N=0.245$ is no longer small: (6) would give 1.67, while (5) gives 1.72. Use (5) there. A numerical check that diagonalises the oscillator on a grid, without using the Bessel formula, finds the same line weights and the same maxima.

**What a neutron spectrometer does with this**

The neutron cross-section contains a further factor $k'/k$, the ratio of final to incident wavenumber. If you fix the incident energy and look at one line, the final energy is fixed too. Then $k'/k$ is constant while the scattering angle changes $Q$, and the maximum stays where it was.

If the final energy $E_f$ and the angle $\varphi$ are fixed instead, each line is seen at its own $Q$. With $E_i=E_f+n\hbar\omega_0$, squaring the momentum transfer gives

$$\frac{\hbar^2Q^2}{2m_n}=E_i+E_f-2\sqrt{E_iE_f}\cos\varphi ,$$

where $m_n$ is the neutron mass. For $E_f\to0$ the right side becomes $n\hbar\omega_0$, so $u=n\,m_n/M=1.0008\,n$. Because neutron and hydrogen have nearly equal masses, such an instrument sees every line close to its zero-temperature maximum.

Take $E_f=4$ meV, $\varphi=135^\circ$ and $n=2$. Then $E_i=284$ meV and $Q=12.73$ Å$^{-1}$, about 10% above $Q_2$. At zero temperature the weight is still 96.5% of its peak value, and for $n=1$ to 5 the fraction stays between 96% and 97%. The maximum is flat: at $u=n$ the second derivative of $\ln w_n$ is $-n/u^2=-1/n$, so a small offset $\Delta u$ costs a fraction of about $(\Delta u)^2/2n$. Here $\Delta u=0.40$, and the estimate gives 4.0% against the exact 3.5%. The final energy must be small for this to hold: with $E_f=15$ meV at the same angle, the $n=2$ line keeps only 86% of its peak weight.

**When the result fails**

Equation (3) is exact for the model: one particle, a harmonic isotropic well, and a host too heavy to move. Anharmonicity makes the level spacings unequal and changes the matrix elements. If the three frequencies differ, $S$ depends on the direction of $\mathbf Q$.

Host vibrations matter for the best $Q$ as well. Suppose that they add an independent harmonic displacement with mean square $h^2$ along $\mathbf Q$. At $T=0$ the part of line $n$ that leaves the host unexcited then gets an extra factor $e^{-Q^2h^2}$, so its weight varies as $Q^{2n}e^{-Q^2(\ell^2+h^2)}$, with its maximum at $Q^2=n/(\ell^2+h^2)$, below the value in (4). The rest of the intensity goes into sidebands, where host phonons are excited together with the $n$ quanta. The host factors sum to 1, so the line together with all its sidebands keeps the weight $w_n$ and its unshifted maximum.

In a real metal host this effect outweighs the thermal shift (6). Suppose the hydrogen follows a zirconium atom described by a Debye model with a Debye temperature near 290 K. Then $h^2\approx0.0014$ Å$^2$ at 0 K and $0.006$ Å$^2$ at 300 K, against $\ell^2=0.0148$ Å$^2$. Applying the same factor $e^{-Q^2h^2}$ lowers the best $Q$ of the host-unexcited $n=2$ line by roughly 4% at 0 K and 15% at 300 K. The 0.15% found above holds only for the fixed well.

## Calculated quantities

```
Quantum hbar*w0 = 140.0 meV
Hydrogen mass = 1.673533e-27 kg
hbar^2/(2M) = 2.07385 meV A^2
Zero-point rms displacement on one axis = 0.1217 A
T = 300 K: x = 5.4154, N = 0.004467
T = 1000 K: x = 1.6246, N = 0.245305
Best Q (1/A), u there, and peak weight of line n:
T=0 K n=1: Q=8.216, u=1.0000, weight=0.3679
T=0 K n=2: Q=11.620, u=2.0000, weight=0.2707
T=0 K n=3: Q=14.231, u=3.0000, weight=0.2240
T=0 K n=4: Q=16.433, u=4.0000, weight=0.1954
T=0 K n=5: Q=18.372, u=5.0000, weight=0.1755
T=300 K n=1: Q=8.198, u=0.9955, weight=0.3671
T=300 K n=2: Q=11.602, u=1.9941, weight=0.2699
T=300 K n=3: Q=14.215, u=2.9933, weight=0.2233
T=300 K n=4: Q=16.418, u=3.9929, weight=0.1947
T=300 K n=5: Q=18.359, u=4.9926, weight=0.1748
T=1000 K n=1: Q=7.335, u=0.7970, weight=0.3329
T=1000 K n=2: Q=10.769, u=1.7178, weight=0.2363
T=1000 K n=3: Q=13.451, u=2.6802, weight=0.1922
T=1000 K n=4: Q=15.717, u=3.6591, weight=0.1659
T=1000 K n=5: Q=17.710, u=4.6459, weight=0.1480
Spectrum at Q = 11.620 1/A, T = 300 K (Bessel formula):
n=-1: energy -140 meV, weight 0.00120
n=0: energy 0 meV, weight 0.13534
n=1: energy 140 meV, weight 0.26947
n=2: energy 280 meV, weight 0.26987
n=3: energy 420 meV, weight 0.18044
n=4: energy 560 meV, weight 0.09054
n=5: energy 700 meV, weight 0.03636
n=6: energy 840 meV, weight 0.01217
Sum of weights, n = -20 to 30: 1.000000
Neutron/hydrogen mass ratio = 1.000833
Spectrometer: final energy 4.0 meV, angle 135 deg, T=0
n=1: Q = 9.370 1/A, fraction of peak weight = 0.9629
n=2: Q = 12.728 1/A, fraction of peak weight = 0.9653
n=3: Q = 15.319 1/A, fraction of peak weight = 0.9664
n=4: Q = 17.508 1/A, fraction of peak weight = 0.9670
n=5: Q = 19.440 1/A, fraction of peak weight = 0.9674
```
